Linear thermal shift of the Landau coefficient for mean-field anharmonic oscillators

When a Landau free energy is built from an energy surface calculated at zero temperature, one has to decide which coefficients will carry temperature, and at what rate. A simple choice is a quadratic coefficient linear in T and a constant quartic one. For classical oscillators with mean-field coupling the rate need not be fitted: it follows from the stiffness and the quartic constant of the local well. The derivation also shows how far in temperature the linear form can be trusted.

**The model and its Landau function**

Let N sites carry scalar displacements u_i, with potential energy

H = Σ_i V(u_i) − (J/2N)(Σ_i u_i)²,  V(u) = Ku²/2 + gu⁴/4,  (1)

where K > 0 and g > 0. The constant J measures a coupling of every site to every other. The kinetic energy of classical particles contributes a factor to the partition function that does not depend on the displacements, so it is dropped.

The order parameter is the mean displacement m = (1/N)Σ_i u_i. The Landau function f(m,T) is the free energy per site with m held fixed, and its quadratic coefficient a is defined by

f(m,T) = f(0,T) + a(T)m²/2 + O(m⁴).  (2)

If the term is written αm² instead, α = a/2 and every shift below is halved.

At fixed m the coupling energy in (1) equals −NJm²/2, whatever the individual displacements are. Hence

f(m,T) = −Jm²/2 + f_loc(m,T),  (3)

where f_loc belongs to N independent sites with prescribed mean. To find it, apply a force h to each independent site. The one-site partition function is

z(h) = ∫ exp{−[V(u) − hu]/kT} du.  (4)

Sorting the configurations of N sites by their mean gives z(h)^N as an integral over m of exp{−N[f_loc(m) − hm]/kT}. For large N the smallest exponent dominates, so −kT ln z(h) is the minimum over m of f_loc(m) − hm. The function f_loc is convex: dividing the independent sites into two groups with different means is one way of realizing the average mean, so the free energy at the average cannot exceed the average of the free energies. For a convex function the relation can be inverted:

f_loc(m) = max over h of [hm + F(h)],  F(h) = −kT ln z(h).  (5)

Since V is even, ⟨u⟩ = 0 at h = 0, and expanding (4) to second order in h gives

F(h) = F(0) − h²⟨u²⟩/(2kT) + O(h⁴).  (6)

Averages without further label are taken with weight exp(−V/kT). Setting the h-derivative of hm + F(h) to zero gives m = h⟨u²⟩/kT, or h = kT m/⟨u²⟩. Inserting this in (5),

f_loc = F(0) + kT m²/⟨u²⟩ − kT m²/(2⟨u²⟩) = F(0) + kT m²/(2⟨u²⟩),  (7)

up to O(m⁴). With (3), the quadratic coefficient is

a(T) = kT/⟨u²⟩ − J.  (8)

For g = 0 equipartition gives ⟨u²⟩ = kT/K, so a = K − J at every temperature. A harmonic well produces no thermal shift. The quantity sought is therefore

S(T) = a(T) − (K − J) = kT/⟨u²⟩ − K.  (9)

Equation (8) can be compared with the definition of the Landau function by computing the probability distribution of the mean of N free sites. Its logarithmic curvature at m = 0, evaluated for N = 100 and 200 and extrapolated in 1/N, gives (a + J)/K = 1.38110 when gkT/K² = 0.2. The variance formula gives 1.38110 as well.

**The shift and its bounds**

The average in (9) can be controlled without a perturbation series. The integral of a total derivative that vanishes at both ends is zero. Applied to u^n exp(−V/kT) with n odd, this gives

n kT⟨u^(n−1)⟩ = ⟨u^n V′(u)⟩ = K⟨u^(n+1)⟩ + g⟨u^(n+3)⟩.  (10)

For n = 1 this reads kT = K⟨u²⟩ + g⟨u⁴⟩. Dividing by ⟨u²⟩ and using (9),

S = gq,  q = ⟨u⁴⟩/⟨u²⟩.  (11)

For n = 3, division of (10) by ⟨u²⟩ gives

3kT = Kq + gr,  r = ⟨u⁶⟩/⟨u²⟩.  (12)

Since gr is positive, q < 3kT/K. For n = 5 the same division gives 5kT q = Kr + g⟨u⁸⟩/⟨u²⟩, whose last term is again positive, so

r < 5(kT/K)q < 15(kT/K)².  (13)

Solving (12) for q and multiplying by g yields S = 3gkT/K − g²r/K. In terms of the dimensionless anharmonicity

λ = gkT/K²,  (14)

the two inequalities become

3λ − 15λ² < S/K < 3λ.  (15)

As λ → 0 the bounds close on each other relative to S, which proves

a(T) = K − J + 3gkT/K + O(T²).  (16)

The next coefficient follows too. By (10) with n = 7, ⟨u⁸⟩/⟨u²⟩ is less than 7(kT/K)r. The terms neglected in (13) are therefore smaller than those kept by a factor of order λ, so r = 15(kT/K)²[1 + O(λ)] and

S/K = 3λ − 15λ² + O(λ³).  (17)

Direct integration at λ = 10⁻⁴ gives 2.9985 for S/(Kλ) and −14.98 for (S/K − 3λ)/λ², as (17) requires. The ratio of the second term to the first is 5λ in magnitude. The condition for the linear law is thus 5λ ≪ 1, which is stricter than λ ≪ 1.

**Why the shift is linear in temperature**

The factors in 3gkT/K have separate origins. Write u = m + x, where x is the fluctuation about the mean. In the harmonic reference well a force moves the centre of the distribution without changing its shape, so the odd averages of x vanish and the even ones do not depend on m. Expanding the quartic energy and averaging,

(g/4)⟨(m + x)⁴⟩ = (g/4)[m⁴ + 6m²⟨x²⟩ + ⟨x⁴⟩].  (18)

The middle term equals (3g⟨x²⟩)m²/2. It adds 3g⟨x²⟩ to the quadratic coefficient.

This average gives the correct free energy to first order in g. At fixed force, the first-order change of a free energy is the average of the added energy in the unperturbed state. At fixed m, the force that maximizes (5) also changes, but the expression is stationary in h, so that change has no first-order effect. Equipartition then supplies ⟨x²⟩ = kT/K, and the shift is 3gkT/K.

The linear temperature dependence is therefore that of the mean-square displacement of a classical harmonic oscillator. The quartic term converts this variance into stiffness, because the curvature of the well, V″ = K + 3gu², grows away from its centre: averaged over the fluctuations about m = 0 it is K + 3g⟨x²⟩. The m⁴ term in (18) keeps its zero-temperature value g/4 at this order. To first order in g, temperature enters the m-dependent part of the Landau function only through the quadratic coefficient. Beyond that order the quartic coefficient b, defined by the term bm⁴/4, also changes. Carrying (6) and (7) to fourth order gives b = −kT(⟨u⁴⟩ − 3⟨u²⟩²)/(6⟨u²⟩⁴) = g[1 − 9λ + O(λ²)], a relative change larger than the 5λ error of the linear shift.

The variance contains K and not the soft combination K − J. With m fixed, the infinite-range coupling energy is fixed, and the fluctuations of single sites feel V alone. The softening of the uniform mode near the transition does not enlarge them in this model.

Two other wells show that the linear law in (16) depends on K > 0. If K = 0, the substitution u = (kT/g)^(1/4) y removes all parameters from the Boltzmann weight. Then ⟨u²⟩ is proportional to (kT/g)^(1/2), and by (9)

S ∝ (gkT)^(1/2),  K = 0.  (19)

Quadrupling T should double the shift, and numerical integration gives a ratio of 2.0000.

If K < 0, the local well has two minima at u² = |K|/g. At low temperature ⟨u²⟩ tends to this constant, and (8) gives a ≈ gkT/|K| − J. This is again linear in T, but the cause is now the entropy of distributing sites between two minima, and the slope is one third of 3gk/|K|. A linear quadratic coefficient alone therefore does not identify the microscopic mechanism.

**Quantum saturation**

The first-order argument also holds for a quantum oscillator, with f_loc defined by (5) and z(h) replaced by the quantum partition function. A constant force still displaces the harmonic state rigidly. What changes is the variance. Half the mean energy of a harmonic oscillator of frequency ω = (K/M)^(1/2) is potential energy, so K⟨x²⟩/2 = (ħω/4)coth(ħω/2kT), and

S ≈ 3g⟨x²⟩,  ⟨x²⟩ = (ħω/2K)coth(ħω/2kT).  (20)

For kT ≫ ħω the hyperbolic cotangent becomes 2kT/ħω and (16) is recovered. For kT ≪ ħω the shift tends to 3għω/(2K), which is independent of temperature.

Diagonalization of the anharmonic oscillator in a small static force, with g = 10⁻³ in units ħ = M = K = 1, agrees with (20) within 2% at kT/ħω = 0.05, 0.7 and 2. Between kT/ħω = 0.10 and 0.05 the shift ratio is 1.0001, whereas the classical law would give 2.

**Curie temperature and Curie constant**

The state m = 0 loses stability where a = 0, that is, where S = J − K. This requires J > K. To leading order,

kT_c ≈ K(J − K)/(3g).  (21)

At this temperature λ = (J − K)/(3K), so the estimate needs a coupling that exceeds the local stiffness by a small fraction only.

The zero of a is unique. By (11), S/g is the mean of u² under the weight u²exp(−V/kT). Its temperature derivative is the covariance of u² and V divided by kT², and this is positive because both quantities increase with u². The upper bound in (15) then places the true T_c of the model above (21). The lower bound reaches (J − K)/K at

λ₊ = {3 − [9 − 60(J − K)/K]^(1/2)}/30,  (22)

provided (J − K)/K ≤ 3/20, and T_c lies below the corresponding temperature K²λ₊/(gk).

For the dielectric response, let each cell of volume v have polarization P = Z*e m/v, with Z* the effective charge of the mode. A macroscopic field E exerts the force Z*eE on the mode, and minimizing f − Z*eE m gives m = Z*eE/a. The susceptibility is

χ = P/(ε₀E) = (Z*e)²/(vε₀a).  (23)

With a ≈ (3gk/K)(T − T_c) this is the Curie–Weiss law χ = C/(T − T_c), where

C = (Z*e)²K/(3gkvε₀).  (24)

**A worked example**

Take K = 10 eV/Å², g = 60 eV/Å⁴, J = 10.6 eV/Å², Z* = 9 and v = 64 Å³. These are round effective parameters, chosen to place the model in the regime of barium titanate. At zero temperature the minimum of −(J − K)m²/2 + gm⁴/4 is at

m₀ = [(J − K)/g]^(1/2) = (0.6/60)^(1/2) Å = 0.100 Å,  (25)

which corresponds to a polarization of 22.5 μC/cm².

Equation (21) gives kT_c = 10 × 0.6/180 eV = 33.33 meV, or T_c = 387 K. The slope of a is 0.6 eV/Å² divided by this temperature, 1.55 meV/(Å² K), and (24) gives C = 1.48 × 10⁵ K. The anharmonicity at this temperature is λ = 0.020, so by (17) the expected relative error of the linear shift is about 5λ, or 10%.

At 400 K the linear shift is 0.620 eV/Å². The full classical shift is 0.568 eV/Å², above the lower bound of 0.556. The linear value is 9% too high relative to the full one. At 100 K the excess is 2.5%, and at 800 K it is 17%.

The full model has T_c = 424 K, inside the interval from 387 to 436 K set by the bounds. A scan shows no sign of a discontinuous transition, though it cannot exclude a very weak one: 2% above this T_c no self-consistent nonzero displacement is found on a grid from 0.002 to 0.25 Å, and 2% below it one exists. The quartic Landau coefficient at T_c is b = 0.86g, which is positive, as a continuous onset requires. It is 0.96g at 100 K and 0.79g at 800 K, so treating it as constant is itself an approximation.

Quantities that depend on the slope or on a small difference suffer more. The full slope at T_c is 1.30 meV/(Å² K), so the local Curie constant rises to 1.76 × 10⁵ K, 19% above the leading value. At 600 K the leading susceptibility is 693 and the full one 1030. The shifts themselves, 0.931 and 0.822 eV/Å², differ by only 13% of the full value. Subtracting J − K = 0.6 eV/Å² leaves a = 0.331 and 0.222 eV/Å², and the ratio of these accounts for the ratio of the susceptibilities.

**What the model leaves out**

Four omissions can be sized for the same numbers. In each case the other parameters stay fixed, and changes are relative to the leading T_c of 387 K. The estimates for quantum motion, three components and thermal expansion use the shift to first order in g, so their absolute temperatures are less reliable than the direction of the change.

Quantum motion. With a rough mode mass of 20 atomic mass units, ħω = 45.7 meV, which exceeds kT_c. The quantum variance at 387 K is 1.15 times the classical one. Setting 3g⟨x²⟩ = J − K with (20) gives T_c = 316 K, a reduction of 18%. The result depends on the mass. For 40 atomic mass units, closer to the soft mode of barium titanate, ħω is about 32 meV, slightly below kT_c, and the same condition gives T_c = 354 K, a reduction of 8%.

Three components. A displacement in a cubic crystal is a vector. For an isotropic quartic energy g|u|⁴/4, displace the mean by m along the first axis, so that |u|² = m² + 2mx₁ + |x|². The m² part of |u|⁴ averages to

2m²⟨|x|²⟩ + 4m²⟨x₁²⟩ = (6 + 4)m²kT/K.  (26)

Multiplication by g/4 gives (5gkT/K)m²/2, so the factor 3 becomes 5. Integration at small λ gives 4.997. The Curie temperature falls to 232 K, a reduction of 40%. This figure belongs to the isotropic case. Cubic symmetry also allows a term (g′/4)(u₁²u₂² + u₂²u₃² + u₁²u₃²), which makes the factor 5 + g′/g: g′ = −g gives 4 and 290 K, and g′ = −2g decouples the components and restores 3.

Spatial correlations. Replace the infinite-range coupling by nearest-neighbour coupling on a cubic lattice, J_q = J(cos q₁ + cos q₂ + cos q₃)/3, with the phases q_i running over the Brillouin zone. In a self-consistent Gaussian approximation each mode has stiffness K + S − J_q, with S = 3g⟨x²⟩. At the transition K + S = J, and equipartition for each mode gives

⟨x²⟩ = kT_c W/J,  W = average over q of 1/(1 − J_q/J) = 1.516.  (27)

Soft modes now do enlarge the local variance. Combining (27) with S = J − K gives kT_c = J(J − K)/(3gW), or T_c = 270 K, a reduction of 30%. This is the temperature at which the disordered state loses stability; within this approximation the ordered solution persists to about 275 K. The same approximation with infinite-range coupling (W = 1) gives 410 K, so the correlations alone lower T_c by 1 − 1/W, or 34%.

Thermal expansion. Let θ be the volume strain, B the bulk modulus, Q the volume electrostriction coefficient and θ_T the thermal strain at P = 0. The elastic energy density is

w = Bθ²/2 − BQP²θ − Bθ_Tθ.  (28)

Its minimum is at θ = θ_T + QP², where w = −B(θ_T + QP²)²/2. The P² term is −BQθ_T P². Multiplying by v and using P = Z*e m/v, the contribution to a is −2BQθ_T(Z*e)²/v. With rough typical values B = 150 GPa, Q = 0.02 m⁴/C² and a linear expansion coefficient of 10⁻⁵ K⁻¹, so that θ_T = 3 × 10⁻⁵ K⁻¹ × T, this changes the slope of a by −0.37 meV/(Å² K), or −24% of the leading slope. It is also linear in T, but of opposite sign. With the leading shift it raises T_c from 387 to 506 K. With the full classical shift the rise is larger, from 424 to 596 K, because the two slopes partly cancel and the curvature of S(T) then matters more.

Barium titanate becomes ferroelectric at roughly 400 K, with a Curie constant of order 10⁵ K and a room-temperature polarization of roughly 25 μC/cm². The model's T_c and C lie close to these because the parameters were chosen for that purpose, so the closeness is no evidence for the mechanism. The polarization of 22.5 μC/cm² is the model's value at T = 0; at 300 K the model gives only 12.5 μC/cm², half the measured value. The value of g is well below the bare quartic constants, of a few hundred eV/Å⁴, used in microscopic models of this material, and must be read as an effective one. With K and T unchanged, a fivefold larger g would raise λ to about 0.1, where the second term in (17) is half the first and the linear law fails. The real transition is also of first order, which the model does not reproduce. The P⁴ term left by (28), −BQ²P⁴/2, lowers the quartic coefficient, which is the right direction, but with the values above it does so by only about 2% of g. Equation (28) contains the volume strain alone. The tetragonal strain adds −(c₁₁ − c₁₂)(Q₁₁ − Q₁₂)²P⁴/3, which is much larger: with rough values Q₁₁ = 0.11 and Q₁₂ = −0.045 m⁴/C² and c₁₁ − c₁₂ between 90 and 170 GPa, the total lowering is about 50 to 95% of g, so strain coupling cannot be neglected for the order of the transition. The four changes estimated above are not additive, and for the values used none of them is negligible, so (21) does not predict the transition temperature of the material.

For building a Landau function, 3gk/K is thus a justified slope when the local well has K > 0, when 5λ is below the accepted relative error of the shift S over the whole temperature range, and when kT is well above ħω. The local slope is less accurate: differentiating (17) gives it a relative error of about 10λ. The factor 3 further assumes one displacement component and weak spatial correlations, and the slope refers to fixed volume. The numerical output below lists most of the values for this example.

Table of computed values

```
small-lam coefficient of lam in S/K: 2.9985
small-lam coefficient of lam^2 in S/K: -14.98
lam=0.2, a+J over K from distribution: 1.38110
lam=0.2, a+J over K from <u^2>: 1.38110
K=0: shift ratio when T is multiplied by 4: 2.0000
quantum: shift ratio, kT 0.10 to 0.05 hw: 1.0001
K = 10.0 eV/A^2, g = 60.0 eV/A^4, J = 10.6 eV/A^2
effective charge = 9.0 e, cell volume = 64.0 A^3
T (K), lam, lower bound, full S, leading S (eV/A^2):
   100 0.00517 0.1511 0.1513 0.1551
   200 0.01034 0.2942 0.2959 0.3102
   400 0.02068 0.5563 0.5682 0.6204
   600 0.03102 0.7863 0.8224 0.9307
   800 0.04136 0.9843 1.0618 1.2409
leading slope of a: 1.5511 meV/(A^2 K)
full slope of a at full Tc: 1.3019 meV/(A^2 K)
kT at leading Tc: 33.33 meV
lam at leading Tc: 0.0200
rms displacement sqrt(kT/K) there: 0.0577 A
Tc leading: 386.8 K
Tc full model: 424.3 K
Tc rigorous upper bound: 435.9 K
Curie constant leading: 1.476e+05 K
Curie constant full, at Tc: 1.759e+05 K
susceptibility at 600 K, leading: 693
susceptibility at 600 K, full: 1030
T=0 displacement: 0.100 A
T=0 polarization: 22.5 uC/cm^2
mode mass (rough): 20 u, quantum hw: 45.7 meV
quantum/classical variance at leading Tc: 1.152
Tc with quantum variance: 316 K
three-component factor: 4.997, Tc: 232 K
cubic lattice average W: 1.5164
Tc with nearest-neighbour correlations: 270 K
bulk modulus (rough): 150 GPa
volume electrostriction (rough): 0.020 m^4/C^2
linear expansion (rough): 1.0e-05 1/K
expansion part of slope: -0.365 meV/(A^2 K)
expansion part / leading slope: -0.235
Tc with thermal expansion: 506 K
```
